Where rounding of the total energy defeats a line search

**Problem.** A self-consistent-field program minimizes the total energy E along a search direction and judges each trial step by comparing two computed energies. Close to the minimum the slope has magnitude g and the curvature is k > 0. Energies are stored in double precision, with machine epsilon ε = 2⁻⁵² ≈ 2.22 × 10⁻¹⁶.

(a) At what slope does the comparison stop being reliable, even if every energy is correctly rounded?
(b) Evaluate this slope for |E| = 10² and 10⁴ hartree, taking k = 20 eV for an orbital rotation and k = 50 eV/Å² for a nuclear displacement. Both curvatures are round model values.
(c) What changes when the energy carries the noise of a real calculation, and what can replace the comparison?

The rotation coordinate is an angle in radians, so its slope and curvature are both energies. For a nuclear displacement the slope is a force. In several dimensions, g and k are the slope and curvature along the unit vector of the search direction.

**Solution of (a)**

*The available decrease.* Let s be the distance moved downhill. To second order,

E(s) = E(0) − g s + ½ k s².

The derivative −g + k s vanishes at s = g/k. Inserting this step gives

E(0) − E(g/k) = g²/k − g²/(2k) = g²/(2k) ≡ Δ.

No other step gains more. For s = t g/k the decrease is

t g²/k − t² g²/(2k) = t(2 − t) Δ = [1 − (1 − t)²] Δ ≤ Δ.

The decrease is quadratic in the slope: a slope ten times smaller leaves a hundred times less energy to gain.

*The grid of stored energies.* For 2ᵖ ≤ |E| < 2ᵖ⁺¹, neighbouring double-precision numbers are separated by u = ε 2ᵖ. Therefore

ε|E| = m u, with m = |E|/2ᵖ and 1 ≤ m < 2.

*Comparison of the two.* Setting the decrease equal to the rounding scale, g²/(2k) ≈ ε|E|, gives g ≈ √(2 ε|E| k). Without the factor √2, which an estimate of this kind does not fix, the characteristic slope is

g_c = √(ε |E| k).

The meaning of "near g_c" can be made precise. Correct rounding sends an energy to the nearest grid value, and the boundaries between the rounding cells are also a distance u apart. The energies before and after the step are stored as different numbers if a boundary lies between them. Assume that the position of the energy within its cell is random and uniform. An interval of length Δ < u then contains a boundary with probability Δ/u, and a longer interval contains at least one. The probability that the computed energy falls is

P = min(1, Δ/u).

With Δ = g²/(2k) and u = ε|E|/m, the second entry becomes

Δ/u = m g²/(2 k ε|E|) = (m/2)(g/g_c)².

At g = g_c the probability is m/2, which lies between one half and one. The decrease of the full step is always visible once g reaches √(2ku) = √(2/m) g_c. Below g_c the probability vanishes as g². The failure is thus a gradual loss of information around g_c.

*What the line search then does.* Consider an acceptance rule that demands a decrease of at least a small fraction c of the product of slope and step. For s = t g/k this product is t g²/k = 2tΔ. If the rule is programmed as a difference,

E_new − E_old ≤ −2ctΔ,

a left side that has rounded to zero fails, however good the step. Shortening the step does not help. For 0 < t < 1 the true energy lies between those of the starting point and the full step; if these two round to the same number, so does everything between them. The search rejects the full step and all its shortened versions with probability 1 − P.

If the rule is instead programmed as a sum,

E_new ≤ E_old − 2ctΔ,

the small term is lost when it is added to E_old whenever 2ctΔ < u/2, as holds near and below g_c for c = 10⁻⁴, the value used in the counts, and equality is then accepted. Consider a step that is 2.5 times too long. Its energy change is −2.5(2 − 2.5)Δ = +1.25Δ, so it goes uphill, and the new slope has magnitude |−g + 2.5g| = 1.5g. At g = 0.1 g_c and |E| = 10² hartree, Δ/u = 0.0078, and the rise is 1.25 × 0.0078 u ≈ 0.01 u. It goes unnoticed in about 99% of cases. One form of the rule stalls, while the other accepts steps that increase the slope.

**Solution of (b)**

For 10² hartree, or 2721.14 eV,

ε|E| = 2.2204 × 10⁻¹⁶ × 2721.14 eV = 6.042 × 10⁻¹³ eV.

The orbital rotation and the nuclear displacement give

g_c = √(6.042 × 10⁻¹³ eV × 20 eV) = 3.5 × 10⁻⁶ eV,

g_c = √(6.042 × 10⁻¹³ eV × 50 eV/Å²) = 5.5 × 10⁻⁶ eV/Å.

For 10⁴ hartree, ε|E| is a hundred times larger and both slopes are ten times larger. In atomic units the two rotation results are 1.3 × 10⁻⁷ and 1.3 × 10⁻⁶ hartree.

The grid factors, for energies stored in hartree, are m = 100/64 = 1.5625 and m = 10000/8192 = 1.2207. The table compares P with a count made in double-precision arithmetic, using 200 000 random positions of the energy within its rounding cell for each entry.

| Quantity | 10² hartree | 10⁴ hartree |
|---|---|---|
| g_c, rotation (eV) | 3.5 × 10⁻⁶ | 3.5 × 10⁻⁵ |
| g_c, nuclear (eV/Å) | 5.5 × 10⁻⁶ | 5.5 × 10⁻⁵ |
| P at 1.5 g_c: formula / count | 1.000 / 1.000 | 1.000 / 1.000 |
| P at g_c: formula / count | 0.781 / 0.781 | 0.610 / 0.609 |
| P at 0.3 g_c: formula / count | 0.070 / 0.070 | 0.055 / 0.055 |
| P at 0.1 g_c: formula / count | 0.0078 / 0.0075 | 0.0061 / 0.0060 |

At g_c itself, the best possible step shows no decrease in about 22% of cases for the smaller energy and 39% for the larger. At one tenth of g_c it shows none in more than 99%.

A golden-section search, which shrinks an interval by comparing two trial energies at a time, can meet a limit of the same size. Points at distance x from the minimum can share its stored energy as long as ½kx² < u, which corresponds to a slope k|x| < √(2ku) = √(2/m) g_c. Golden-section searches on 20 000 model parabolas with k = 20 eV ended at a median slope of 0.83 g_c for 10² hartree and 0.94 g_c for 10⁴ hartree. These values depend on how ties are treated. The search used here moves the right end of its interval only when the right trial energy is strictly higher, so it ends at or beyond the right edge of the lowest stored level. That edge lies at ½kx² = d, with d uniform between 0 and u, and its median slope is √(ku) = g_c/√m, or 0.80 g_c and 0.91 g_c.

The largest final slopes, 1.25 g_c and 1.41 g_c, exceed √(2/m) g_c, which is 1.13 g_c and 1.28 g_c. The reason is a tie between two trial points on the same side of the minimum. The search used here keeps the right-hand part of the interval after a tie, and this can discard the part containing the minimum. It may then finish on a higher grid level.

*Dependence on size and curvature.* If a system grows while the curvature of the chosen coordinate stays fixed, |E| grows in proportion to the size and g_c as its square root. A stiffer coordinate has a larger g_c, but its unresolved displacement g_c/k = √(ε|E|/k) is smaller.

The estimate needs a nonzero curvature. For a purely quartic minimum, E − E_min = q x⁴ with q > 0, the whole available decrease equals ε|E| at x = (ε|E|/q)^(1/4). The slope there is

4 q x³ = 4 q^(1/4) (ε|E|)^(3/4),

so the power of ε changes from 1/2 to 3/4.

**Solution of (c)**

A total energy is assembled from many rounded terms and need not be correctly rounded. Suppose its errors lie in an interval of full width w. The difference of two errors is then at most w in magnitude, and a true decrease Δ is certain to appear as a decrease if Δ > w. With Δ = g²/(2k), this requires

g > g_w = √(2 k w).

Setting w = u recovers the limit of full visibility found in (a).

As an example, take hydrogen fluoride at a chosen bond length of 0.92 Å, treated by restricted Hartree–Fock in the 6-31G basis. This level omits electron correlation and uses a small basis, which limits the physical accuracy of the energy. The curvature and noise width found below also depend on the basis, by amounts given with them. The energy is −2720.69 eV, close to the smaller case above.

The coordinate θ mixes the third occupied orbital φ_i with the lowest empty orbital φ_a:

φ_i(θ) = cos θ φ_i + sin θ φ_a,
φ_a(θ) = −sin θ φ_i + cos θ φ_a.

Hence dφ_i(θ)/dθ = φ_a(θ). For a change dD of the density matrix, the energy changes by Tr(F dD), where F is the Fock matrix of the current density. The rotated orbital is doubly occupied and contributes 2φ_iφ_iᵀ to D, so dD/dθ = 2(φ_aφ_iᵀ + φ_iφ_aᵀ). With real orbitals both terms contribute equally, and

dE/dθ = 4 F_ia(θ).

A central difference of this slope over ±10⁻³ rad gives k = 76.6 eV.

The noise was sampled at 2000 angles within 10⁻⁸ rad of the minimum. The true energy varies there by at most ½ × 76.6 eV × 10⁻¹⁶ ≈ 4 × 10⁻¹⁵ eV. The computed energies spread over w = 2.71 × 10⁻¹² eV, or seven grid spacings. This gives

g_w = √(2 × 76.6 eV × 2.71 × 10⁻¹² eV) = 2.0 × 10⁻⁵ eV,

about three times the value g_c = 6.8 × 10⁻⁶ eV for the same energy and curvature. The width w is the observed range of a sample and belongs to this evaluation code and basis; it is not a strict bound. Summing the same terms in another order gives about ten spacings in 6-31G. In cc-pVDZ, cc-pVTZ and 6-31++G**, k falls to 72, 70 and 67 eV, the width grows to 14–18 spacings, and g_w is near 3 × 10⁻⁵ eV, four to five times g_c.

Steps from a slope near 2g_w almost to the minimum lowered the computed energy in all 1000 trials. Near 0.1g_w, 1000 equally good steps gave a lower energy in 40% of trials, an equal one in 24% and a higher one in 36%. Unlike correct rounding, which can hide a decrease but cannot reverse it, real noise can make a downhill step appear to go uphill.

*The replacement.* The energy change can be obtained from the signed slopes E′₀ and E′₁ at the two ends of a step s. In the quadratic model the slope is linear in s, so its integral is the trapezoid

E₁ − E₀ = ½ (E′₀ + E′₁) s.

The two total energies are no longer subtracted; what remains is the error of the slopes themselves, which for an orbital rotation is their rounding error. If each slope has an error of at most δ, the error of this expression is at most δ|s|. For a step to the minimum the true change has magnitude ½g|s|, so the relative error is at most 2δ/g. The slope test therefore fails only when g becomes comparable with δ itself, with no square root of the energy noise involved. For this rotation δ is about 2 × 10⁻¹³ eV, and in the 1000 trials near 0.1g_w the test indicated a decrease every time. For a nuclear displacement δ is usually set by the convergence of the orbitals instead: the force error is first order and the energy error second order in the residual orbital error, so δ scales as the square root of that energy error. For this molecule an energy threshold of 10⁻⁹ hartree left force errors up to 3 × 10⁻⁵ eV/Å, above g_c = 5.5 × 10⁻⁶ eV/Å, and 10⁻¹¹ hartree left 2 × 10⁻⁶ eV/Å. The slope test reaches below g_c only with tightly converged orbitals.

The minimum can be located in the same way. A secant step through two points θ₀ and θ₁,

θ₂ = θ₁ − E′₁ (θ₁ − θ₀)/(E′₁ − E′₀),

places the zero of the straight line through the two slopes. Starting at 0.1g_w and 0.05g_w, it reduced the computed slope from 2.0 × 10⁻⁶ eV to the order of 10⁻¹³ eV, the level of the rounding error of the slope itself. A zero slope can also mark a maximum, so the method relies on k > 0, which the two slopes themselves reveal through the sign of (E′₁ − E′₀)/(θ₁ − θ₀).
